# Thermal Stress in a Free Disc with a Parabolic Temperature Profile, part 2

A thin disc of radius $R$ and thickness $h\ll R$ is hotter at its centre than at its rim, and we want the resulting stress. The material is linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and linear expansion coefficient $\alpha$, and is isotropic and uniform unless stated otherwise. Position in the plane is given by the distance $r$ from the centre, with $x=r/R$, and a prime means $d/dr$ unless stated otherwise. The temperature $T$ is measured from the uniform stress-free temperature. The radial stress is $\sigma_r$ and the hoop stress $\sigma_\theta$; tension is positive. "Free" means that no force acts on the faces or the rim. The stress normal to the faces is taken as zero (plane stress).

For any radial profile $T(r)$, the free flat disc has

$$\sigma_r=\frac{\alpha E}{2}\left[T_m-\bar T(r)\right],\qquad
\sigma_\theta=\alpha E\left[\frac{T_m+\bar T(r)}{2}-T(r)\right], \tag{5}$$

where $\bar T(r)$ is the area mean of the temperature inside radius $r$ and $T_m=\bar T(R)$. For the parabola $T=T_0-\Delta T\,x^2$, with centre temperature $T_0$ and centre-to-rim fall $\Delta T$, this gives

$$\sigma_r=-\frac{\alpha E\Delta T}{4}(1-x^2),\qquad \sigma_\theta=-\frac{\alpha E\Delta T}{4}(1-3x^2). \tag{9}$$

For $T=T_0-\Delta T\,x^m$ with $m>0$,

$$\sigma_r(0)=-\frac{\alpha E\Delta T}{m+2},\qquad \sigma_\theta(R)=\frac{m}{m+2}\,\alpha E\Delta T .$$

The example is a (001) silicon wafer near 1000 °C with the parabolic profile, $R=150$ mm, $h=0.775$ mm, $E=135$ GPa, $\nu=0.2$, $\alpha=4.4\times10^{-6}$ K$^{-1}$ and $\Delta T=10$ K. Then $\alpha E\Delta T=5.94$ MPa, the central compression is 1.5 MPa and the rim hoop tension 3.0 MPa. The largest shear stress resolved on silicon's slip systems, $\{111\}$ planes along $\langle110\rangle$ directions, is 1.5 MPa. This is 0.493 times the rim tension and occurs on the rim, $22.5°$ from the nearest $\langle100\rangle$ direction. Finite thickness changes the central mid-plane stress by a relative amount of only $1.3\times10^{-5}$.

### Heating from one side

A lamp on one side makes the temperature vary through the thickness as well. Let $\zeta$ be the height above the unheated face, which is taken as insulated. When all layers warm at the same rate $a$, heat conduction requires $\kappa\,\partial^2T/\partial\zeta^2=a$, with $\kappa$ the heat diffusivity. Since $\partial T/\partial\zeta=0$ at $\zeta=0$,

$$T=\text{const}+\frac{a\zeta^2}{2\kappa},\qquad \Delta T_z=\frac{ah^2}{2\kappa}.$$

Away from the rim, a free plate can stretch and bend, so its in-plane strain is $A+B\zeta$ in both directions, and

$$\sigma=\frac{E}{1-\nu}\,(A+B\zeta-\alpha T).$$

The constants follow from zero net force and zero net moment. With $s=\zeta/h$, the straight line that satisfies both conditions for $s^2$ is $s-\tfrac16$, because

$$\int_0^1\left(s^2-s+\tfrac16\right)ds=\tfrac13-\tfrac12+\tfrac16=0,\qquad
\int_0^1 s\left(s^2-s+\tfrac16\right)ds=\tfrac14-\tfrac13+\tfrac1{12}=0 .$$

Hence

$$\sigma=-\frac{\alpha E\Delta T_z}{1-\nu}\left(s^2-s+\tfrac16\right), \tag{11}$$

and both faces are under compression $\alpha E\Delta T_z/[6(1-\nu)]$. With the rough value $\kappa=0.1$ cm²/s and a ramp of 50 K/s, $\Delta T_z=50\times0.0775^2/0.2=1.5$ K. The face compression is $0.594\times1.5/(6\times0.8)\approx0.19$ MPa, about an eighth of the central thermal stress. This value holds for a plate that bends freely, with no radial thermal stress acting on the bend. If the unheated face loses heat at a steady rate, the temperature gains a term linear in $\zeta$. That term bends the plate further but leaves (11) unchanged, because $A+B\zeta$ can follow it exactly.

Equation (11) averages to zero over the thickness. Hooke's law is linear, so the radial formulas continue to describe the thickness-averaged stress of a flat disc if $T$ is replaced by its average over the thickness.

**The millisecond limit.** Heat crosses the wafer in a time of order $h^2/\kappa=0.06$ s. In 1 ms it reaches a depth of order $\sqrt{\kappa t}=0.1$ mm, well short of 0.775 mm. The steady profile then has no time to form. In the limit of a heated layer much thinner than the wafer and hotter by $\Delta T_s$, the cold bulk sets $A+B\zeta\approx0$, measured from its own temperature. The layer stress is therefore

$$\sigma\approx-\frac{\alpha E\Delta T_s}{1-\nu}.$$

This is an upper estimate for a layer of finite depth $d$. To leading order, stretching of the bulk lowers it by the fraction $d/h$, and bending, if the wafer is free and has time to bend, by a further $3d/h$. At a depth of 0.1 mm these corrections are not small. In the thin-layer limit, and for equal temperature differences, the stress is $4/(1-\nu)=5$ times the central stress of the radial parabola. The radial result alone is thus no estimate of the surface stress in a millisecond flash. It gives the thickness average that accompanies any radial non-uniformity.

### A cubic crystal

Silicon is not isotropic. In a (001) disc, with Cartesian axes $X$, $Y$ along $\langle100\rangle$, Hooke's law has three compliances:

$$\varepsilon_X=S_{11}\sigma_X+S_{12}\sigma_Y+\alpha T,\quad \varepsilon_Y=S_{12}\sigma_X+S_{11}\sigma_Y+\alpha T,\quad \gamma=S_{66}\sigma_{XY}.$$

Derive the stresses from a function $\phi$ by $\sigma_X=\phi_{YY}$, $\sigma_Y=\phi_{XX}$, $\sigma_{XY}=-\phi_{XY}$, where subscripts on $\phi$ are derivatives. Force balance then holds identically. The strains come from one displacement field if $\partial_Y^2\varepsilon_X+\partial_X^2\varepsilon_Y=\partial_X\partial_Y\gamma$, which becomes

$$S_{11}(\phi_{XXXX}+\phi_{YYYY})+(2S_{12}+S_{66})\phi_{XXYY}=-\alpha\nabla^2T=\frac{4\alpha\Delta T}{R^2}.$$

Try $\phi=c(R^2-r^2)^2$. Its quartic part is $c(X^4+2X^2Y^2+Y^4)$, so the fourth derivatives are the constants $24c$, $24c$ and $8c$. The right side is constant too, and the equation is satisfied if

$$c\,(48S_{11}+16S_{12}+8S_{66})=\frac{4\alpha\Delta T}{R^2}.$$

Define $1/\bar E=(6S_{11}+2S_{12}+S_{66})/8$. The left side is $64c/\bar E$, and $c=\alpha\bar E\Delta T/(16R^2)$. For a function of $r$ alone,

$$\sigma_r=\frac{\phi'}{r}=-4c(R^2-r^2),\qquad \sigma_\theta=\phi''=-4c(R^2-3r^2),$$

with zero shear between them. The rim is free, and the field is (9) with $E$ replaced by $\bar E$. The stress pattern stays circular although the crystal is not.

The modulus has a simple meaning. A bar cut at angle $\beta$ to $X$ has compliance $S_{11}(\cos^4\beta+\sin^4\beta)+(2S_{12}+S_{66})\cos^2\beta\sin^2\beta$. The angular means of $\cos^4\beta$ and $\cos^2\beta\sin^2\beta$ are $3/8$ and $1/8$, so $1/\bar E$ is the mean of $1/E$ over directions in the plane.

With rough elastic constants $C_{11}=150$, $C_{12}=58$ and $C_{44}=73$ GPa, this gives $\bar E=133$ GPa. The 135 GPa used above overestimates both stresses by about 1%. Energy minimisation with the cubic constants confirmed the central stress, and the rim stress along $\langle100\rangle$ and $\langle110\rangle$, to better than one part in $10^6$.

The constants also vary with temperature. With $E$ falling by $10^{-4}$ of its value per kelvin and $\alpha$ rising by $5\times10^{-10}$ K$^{-2}$, both referred to the centre temperature, the same method, in its isotropic form, changed both stresses by less than 0.1%. The net shifts are so small partly because two effects oppose each other: the colder outer region has a smaller $\alpha$, which lowers the stresses, and a larger $E$, which raises them. The variation of $\alpha$ alone adds a free strain $\tfrac12\alpha'\Delta T^2x^4$, with $\alpha'=d\alpha/dT$. By the result for $m=4$ in the first half, it lowers the central stress by the fraction $\alpha'\Delta T/(3\alpha)\approx0.04\%$ and the rim stress by twice that fraction.

### Leaving the plane: weight and buckling

A real wafer rests on something. Let it lie on a ring at its edge that holds it up but lets it tilt and slide. Let $w(r)$ be its upward deflection, with $w(R)=0$ and slope $\psi=w'$. Its weight per area is $q=\rho gh$, with density $\rho$. The energy has three parts.

Bending produces curvatures $\psi'$ and $\psi/r$. Their energy per area is $\tfrac12D(\psi'^2+\psi^2/r^2+2\nu\psi\psi'/r)$, with the plate stiffness $D=Eh^3/[12(1-\nu^2)]$.

A radial element that tilts by $\psi$ lengthens by the fraction $\psi^2/2$, against the stress $\sigma_r$ already present. This costs $\tfrac12h\sigma_r\psi^2$ per area, which is an energy gain where $\sigma_r$ is compressive. Hoop elements do not tilt in a circular deflection. The accompanying in-plane displacements do no work to this order, because the stress (9) is in balance with a free rim.

The weight contributes $\int qw\,2\pi r\,dr$. Integrating by parts, with $w(R)=0$, turns this into $-\pi q\int r^2\psi\,dr$.

The cross term in the bending energy is a total derivative, $2\nu\psi\psi'=\nu(\psi^2)'$. The sum is therefore

$$\frac{U}{\pi}=\int_0^R\left[D\left(r\psi'^2+\frac{\psi^2}{r}\right)+h\sigma_r r\psi^2-qr^2\psi\right]dr+D\nu\psi(R)^2 .$$

Require $U$ to be stationary under a small change of $\psi$, integrating the term in $\psi'$ by parts. The rim terms give $R\psi'(R)+\nu\psi(R)=0$, and the rest gives

$$\psi''+\frac{\psi'}{r}-\frac{\psi}{r^2}-\frac{h\sigma_r}{D}\psi=-\frac{qr}{2D}. \tag{12}$$

**Weight alone.** Set $\sigma_r=0$ and try $\psi=Ar+Br^3$. The linear term gives zero on the left and the cubic one $8Br$, so $B=-q/(16D)$. The rim condition $A(1+\nu)+BR^2(3+\nu)=0$ gives

$$A=\frac{(3+\nu)qR^2}{16(1+\nu)D}.$$

At the centre both curvatures equal $A$, and the strain at the faces is $Ah/2$ in size. The stress is $E/(1-\nu)$ times this. Inserting $D$ and $q=\rho gh$,

$$\sigma_w=\frac{E}{1-\nu}\frac{Ah}{2}=\frac{3(3+\nu)qR^2}{8h^2}=\frac{3(3+\nu)\rho gR^2}{8h}. \tag{13}$$

The upper face is compressed and the lower one stretched. For $\rho=2.33$ g/cm³ the value is 0.80 MPa, more than half the central thermal stress.

**Temperature alone.** Set $q=0$ and insert $\sigma_r$ from (9). With primes now meaning $d/dx$,

$$\psi''+\frac{\psi'}{x}-\frac{\psi}{x^2}+\lambda(1-x^2)\psi=0,\qquad \lambda=\frac{\alpha E\Delta T\,hR^2}{4D},\qquad \psi'(1)+\nu\psi(1)=0 .$$

The flat disc, $\psi=0$, is one solution. Buckling into a dish begins at the smallest $\lambda$ for which another exists. Put $\psi=\sum_k a_kx^{2k+1}$ with $a_0=1$. Matching the powers $x^{2k-1}$ gives

$$[(2k+1)^2-1]\,a_k=-\lambda(a_{k-1}-a_{k-2}),\qquad a_{-1}=0,$$

and the rim condition is $\sum_k(2k+1+\nu)a_k=0$. For $\nu=0.2$ its root is $\lambda_1=9.36$. Minimising the plate energy over polynomial shapes gave the same value to one part in $10^5$. It also gave higher buckling loads for shapes with one to four waves around the circumference. Solving the definition of $\lambda$ for the temperature difference, $E$ cancels:

$$\Delta T_{\rm buckle}=\frac{\lambda_1h^2}{3(1-\nu^2)\alpha R^2}
=\frac{9.36\times0.775^2}{3\times0.96\times4.4\times10^{-6}\times150^2}\approx20\ \text{K}. \tag{14}$$

The example, at 10 K, is below this limit by a factor of two. Above it, the flat-disc stresses (9) no longer apply. At fixed $\Delta T$, a wider or thinner wafer is closer to buckling, in proportion to $R^2/h^2$.

**Both together.** Expand the slope in the buckling modes $\psi_j$, which satisfy the homogeneous equation with $\lambda=\lambda_j$. For a mode with coefficient $c_j$, the left side of (12), in units of $R$, is $(\lambda-\lambda_j)(1-x^2)c_j\psi_j$; without thermal stress it is $-\lambda_j(1-x^2)c_j^{(0)}\psi_j$. The load is the same in both cases, and the modes are independent, so the two sums must agree term by term:

$$c_j=\frac{c_j^{(0)}}{1-\lambda/\lambda_j}.$$

For the lowest mode $\lambda/\lambda_1=10/19.7$, and its share of the sag is doubled. Weight and thermal stress therefore do not simply add. This linear estimate holds while the sag is small compared with $h$. Weight alone gives a central sag $AR^2/2+BR^4/4\approx0.11$ mm; doubled, it is about $0.3h$, so the estimate is reasonable here but not exact.

### The model beside a real wafer

The dimensions are those of a standard 300 mm wafer. The ramp of 50 K/s and the centre-to-rim difference of 10 K are chosen for illustration; the flat-disc stresses scale in proportion to the latter. One assumption that clearly fails is freedom from support. On an edge ring, weight adds 0.80 MPa of compression at the centre of the upper face, and as much tension at the centre of the lower one, before the amplification just found. The temperature profile gives a compression of 1.5 MPa there. Support on pins further in changes (13) and adds local contact stress, which is not treated here. One-sided heating by itself gives a compression of about 0.2 MPa at the faces, in proportion to the ramp rate. It also bows the wafer towards the heated side, with the free curvature $\alpha\Delta T_z/h$ if the unheated face is insulated. Near 1000 °C a bare face with emissivity 0.6 to 0.7 in cold surroundings radiates about 10 W/cm². With a heat conductivity near 0.23 W/(cm K) this puts roughly 3 K across the wafer, so the bow it causes is about twice that from the ramp and remains when the ramp stops. The radial thermal stress amplifies the bow as it does the sag under weight. The added curvature is elastic: it stretches the heated face and compresses the other. An added curvature of $\alpha\Delta T_z/h$ gives a bending stress $\alpha E\Delta T_z/[2(1-\nu)]\approx0.56$ MPa in size, three times the face compression from (11). At the centre the added curvature is larger than this. With free curvature $k_0$ the rim condition becomes $\psi'(R)+\nu\psi(R)/R=(1+\nu)k_0$, so the series used for buckling gives a central curvature $(1+\nu)k_0/\sum_k(2k+1+\nu)a_k$. At $\Delta T=10$ K, where $\lambda=4.75$ and the sum is 0.47, this is about $2.5k_0$. The added part is $1.5k_0$, and the linear estimate of the stress from the ramp is about 0.86 MPa. Heating from above bows the wafer against its sag, and heating from below bows it the same way as the sag. One-sided heating is therefore not a small correction when the wafer is this close to buckling. For the parabolic profile, crystal anisotropy leaves the pattern of the flat-disc stress unchanged and only requires that $E$ be replaced by $\bar E$. If the temperature drop is strongly concentrated near the rim, the rim stress varies somewhat with direction in the crystal: for $T=T_0-\Delta T\,x^m$ it is still the same along $\langle100\rangle$ and $\langle110\rangle$ at $m=4$, and it differs between them by about 4% at $m=8$. The flat-disc resolved shear stress of 1.5 MPa at the rim, which bending under weight on an edge ring increases on the lower face, is comparable with the stress, very roughly a few MPa, at which silicon begins to slip near 1000 °C. That threshold depends strongly on existing defects, oxygen content and strain rate, so the model locates the most heavily loaded places of a flat disc but does not decide whether slip occurs. The values behind these estimates are listed in the numerical output.

## Computed results

```
Inputs (material values rough, near 1000 C)
wafer radius R: 150 mm
wafer thickness h: 0.775 mm
centre-to-rim temperature fall DeltaT: 10 K
ramp rate: 50 K/s
Young modulus E: 135 GPa
Poisson ratio nu: 0.2
expansion coefficient alpha: 4.4e-06 1/K
elastic constant C11: 150 GPa
elastic constant C12: 58 GPa
elastic constant C44: 73 GPa
density: 2.33 g/cm3
heat diffusivity kappa: 0.1 cm2/s
relative slope of E: -0.0001 1/K
slope of alpha: 5e-10 1/K^2
Main results
alpha E DeltaT: 5.94 MPa
central stress: -1.485 MPa
rim hoop stress: 2.97 MPa
central stress, converted: -1.485e+07 dyn/cm2
rim hoop stress, converted: 2.97e+07 dyn/cm2
radius of zero hoop stress: 86.6 mm
Slip
resolved shear at centre: 0.6062 MPa
largest resolved shear, at rim: 1.464 MPa
its Schmid factor: 0.4928
its angle from nearest <100>: 22.5 degrees
Neglected effects
cubic (001) effective modulus: 133.4 GPa
cubic central stress: -1.468 MPa
cubic rim hoop stress: 2.936 MPa
varying E, alpha: centre shift: -0.0012 %
varying E, alpha: rim shift: 0.017 %
finite-thickness relative shift: 1.3e-05
buckling number lambda, dish mode: 9.361
DeltaT at buckling: 19.7 K
through-thickness difference: 1.5 K
face compression from it: 0.186 MPa
weight bending stress, edge ring: 0.796 MPa
thickness diffusion time h^2/kappa: 0.06 s
diffusion depth in 1 ms: 0.1 mm
```
